# The Fowler-Guggenheim isotherm and the onset of mean-field phase separation: test program

```python
"""Fowler-Guggenheim (mean-field lattice-gas) isotherm and its critical point.

Result under test:  K p = theta/(1-theta) * exp(-z w theta/kT),
with phase separation only for kT < z w/4.
theta: coverage; z: neighbours per site; w: attraction per neighbour pair;
K = lambda^3 q exp(E0/kT)/kT, lambda: thermal wavelength, q: vibrational
partition function of an adsorbate, E0: its well depth.
mu is measured from the free energy of an isolated adsorbate, so K p = exp(mu/kT).
Energies are in eV unless a name ends in _J. All model parameters are rough.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gammaln, logsumexp

kB = sc.k / sc.e
z, w, E0, T = 4, 0.050, 0.50, 400.0
spacing = 0.65e-9
freqs = np.array([0.3e12, 0.3e12, 1.0e12])
mass = (47.867 + 4 * 35.45) * sc.atomic_mass
zw, kT, kT_J = z * w, kB * T, sc.k * T
torr = sc.torr


def log_Kp(theta, kt):
    return np.log(theta / (1 - theta)) - zw * theta / kt


def free_energy(theta, kt):
    return (-zw * theta**2 / 2
            + kt * (theta * np.log(theta) + (1 - theta) * np.log(1 - theta)))


# --- Trial free energy and variational bound: all states of a 4x4 torus ---
sites = 16
occ = ((np.arange(2**sites)[:, None] >> np.arange(sites)) & 1).astype(float)
square = occ.reshape(-1, 4, 4)
pairs = (square * np.roll(square, 1, 1) + square * np.roll(square, 1, 2)).sum((1, 2))
number = occ.sum(1)
for th in (0.2, 0.5, 0.7):
    prob = th**number * (1 - th)**(sites - number)
    direct = np.sum(prob * (-w * pairs + kT * np.log(prob))) / sites
    assert abs(direct - free_energy(th, kT)) < 1e-10
fine = np.linspace(1e-6, 1 - 1e-6, 200001)
for mu in (-0.13, -zw / 2, -0.07):
    omega_exact = -kT * logsumexp((w * pairs + mu * number) / kT) / sites
    omega_mf = np.min(free_energy(fine, kT) - mu * fine)
    assert omega_exact < omega_mf
    if mu == -zw / 2:
        omega_pair = (omega_exact, omega_mf)

# --- Exact sums when every pair of sites attracts with strength zw/M ---
M = 4000
N = np.arange(M + 1)


def log_weight(kt, mu):
    entropy = gammaln(M + 1) - gammaln(N + 1) - gammaln(M - N + 1)
    return entropy + (zw * N * (N - 1) / (2 * M) + mu * N) / kt


kt_high = kB * 700
for mu in (-0.16, -0.11, -0.09, -0.04):
    lw = log_weight(kt_high, mu)
    pr = np.exp(lw - logsumexp(lw))
    theta_exact = np.sum(pr * N) / M
    assert abs(log_Kp(theta_exact, kt_high) - mu / kt_high) < 3e-3


def centre_curvature(kt):
    lw = log_weight(kt, -zw / 2)
    return M * (lw[M // 2 + 1] - 2 * lw[M // 2] + lw[M // 2 - 1])


kTc = zw / 4
kTc_sum = brentq(centre_curvature, 0.03, 0.08)
assert abs(kTc_sum / kTc - 1) < 2e-3


def peak_count(kt):
    lw = log_weight(kt, -zw / 2 + zw / (2 * M))
    return int(np.sum((lw[1:-1] > lw[:-2]) & (lw[1:-1] > lw[2:])))


assert peak_count(kt_high) == 1 and peak_count(kT) == 2

# --- Onset of the loop in the isotherm, by finite differences ---
grid = np.linspace(0.01, 0.99, 1961)
kTc_loop = brentq(lambda kt: np.gradient(log_Kp(grid, kt), grid).min(), 0.03, 0.08)
assert abs(kTc_loop / kTc - 1) < 1e-4

# --- Spinodal and coexistence ---
root = np.sqrt(1 - 4 * kT / zw)
spin_lo, spin_hi = (1 - root) / 2, (1 + root) / 2
lp = log_Kp(grid, kT)
i_max = np.where((lp[1:-1] > lp[:-2]) & (lp[1:-1] > lp[2:]))[0][0] + 1
i_min = np.where((lp[1:-1] < lp[:-2]) & (lp[1:-1] < lp[2:]))[0][0] + 1
assert abs(grid[i_max] - spin_lo) < 1e-3 and abs(grid[i_min] - spin_hi) < 1e-3


def hull_gap(kt):
    """Common tangent: longest edge of the lower convex hull of f(theta)."""
    x = np.linspace(1e-6, 1 - 1e-6, 4001)
    y = free_energy(x, kt)
    hull = []
    for c in zip(x, y):
        while len(hull) > 1:
            a, b = hull[-2], hull[-1]
            if (b[0]-a[0])*(c[1]-a[1]) - (b[1]-a[1])*(c[0]-a[0]) > 0:
                break
            hull.pop()
        hull.append(c)
    hull = np.array(hull)
    j = np.argmax(np.diff(hull[:, 0]))
    slope = (hull[j+1, 1] - hull[j, 1]) / (hull[j+1, 0] - hull[j, 0])
    return hull[j, 0], hull[j + 1, 0], slope


m = brentq(lambda s: np.tanh(zw * s / (4 * kT)) - s, 0.05, 1)
gas_cov, dense_cov = (1 - m) / 2, (1 + m) / 2
h_lo, h_hi, h_mu = hull_gap(kT)
assert abs(h_lo - gas_cov) < 6e-4 and abs(h_hi - dense_cov) < 6e-4
assert abs(h_mu + zw / 2) < 1e-5
assert hull_gap(1.02 * kTc)[1] - hull_gap(1.02 * kTc)[0] < 6e-4
th_fixed = 0.10
kT_fixed = zw * (2 * th_fixed - 1) / (2 * np.log(th_fixed / (1 - th_fixed)))
assert abs(hull_gap(kT_fixed)[0] - th_fixed) < 6e-4

# --- Equilibrium constant: closed form against explicit level sums ---
lam = sc.h / np.sqrt(2 * np.pi * mass * kT_J)
q_vib = np.prod(1 / (2 * np.sinh(sc.h * freqs / (2 * kT_J))))
K = lam**3 * q_vib * np.exp(E0 / kT) / kT_J
box = 2000 * lam
n = np.arange(1, 20001)
box_sum = np.exp(-(sc.h * n)**2 / (8 * mass * box**2 * kT_J)).sum()
levels = np.arange(5000)
q_sum = np.prod([np.exp(-sc.h * v * (levels + 0.5) / kT_J).sum() for v in freqs])
K_sum = q_sum * np.exp(E0 / kT) / (kT_J * (box_sum / box)**3)
assert abs(K_sum / K - 1) < 2e-3
p_co = np.exp(-zw / (2 * kT)) / K
p_up = np.exp(log_Kp(spin_lo, kT)) / K
p_down = np.exp(log_Kp(spin_hi, kT)) / K
langmuir = K * p_co / (1 + K * p_co)


# --- Correlations: nearest-neighbour lattice gas on infinite strips ---
def strip(width, kt, mu):
    """Two largest transfer-matrix eigenvalues and the coverage."""
    s = ((np.arange(2**width)[:, None] >> np.arange(width)) & 1).astype(float)
    row = w * (s * np.roll(s, 1, axis=1)).sum(1) + mu * s.sum(1)
    mat = np.exp((w * s @ s.T + (row[:, None] + row[None, :]) / 2) / kt)
    val, vec = eigh(mat, subset_by_index=[2**width - 2, 2**width - 1])
    return val, float(np.sum(vec[:, 1]**2 * s.mean(1)))


def scaled_gap(width, kt):
    val = strip(width, kt, -zw / 2)[0]
    return width * np.log(val[1] / val[0])


kTc_plane = w / (2 * np.log(1 + np.sqrt(2)))
kTc_strip = brentq(lambda kt: scaled_gap(6, kt) - scaled_gap(8, kt),
                   0.50 * w, 0.65 * w, xtol=1e-7)
assert abs(kTc_strip / kTc_plane - 1) < 0.01
comparison = []
for ratio in (0.5, 0.8, 1.25, 2.0):
    mu = -zw / 2 + kT * np.log(ratio)
    cov8, cov10 = strip(8, kT, mu)[1], strip(10, kT, mu)[1]
    assert abs(cov8 - cov10) < 0.02
    mf = fine[np.argmin(free_energy(fine, kT) - mu * fine)]
    comparison.append((ratio, mf, cov10))

# --- Attraction beyond nearest neighbours, falling as distance^-6 ---
ij = np.arange(-60, 61)
r2 = (ij[:, None]**2 + ij[None, :]**2).astype(float)
total_attraction = w * np.sum(r2[r2 > 0]**-3)
kTc_tail = total_attraction / 4

# --- Gaussian spread of site energies, in mean field ---
sigma = 0.030
nodes, wts = np.polynomial.hermite.hermgauss(80)
shift, wts = np.sqrt(2) * sigma * nodes, wts / np.sqrt(np.pi)


def mean_cov(theta, kt):
    return np.sum(wts / (1 + np.exp((shift - zw * (theta - 0.5)) / kt)))


def disorder_condition(kt):
    f = 1 / (1 + np.exp(shift / kt))
    return zw * np.sum(wts * f * (1 - f)) / kt - 1


kTc_dis = brentq(disorder_condition, 0.02, 0.06)
ends = []
for factor in (0.98, 1.02):
    th = 0.99
    for _ in range(3000):
        th = mean_cov(th, factor * kTc_dis)
    ends.append(th)
assert ends[0] > 0.55 and abs(ends[1] - 0.5) < 1e-4

# --- Hindered rotation: free tetrahedral top turned into librations ---
bond, f_lib = 0.217e-9, 0.5e12
inertia = 8 / 3 * 35.45 * sc.atomic_mass * bond**2
B_J = sc.hbar**2 / (2 * inertia)
J = np.arange(2000)
q_rot_sum = np.sum((2 * J + 1.0)**2 * np.exp(-B_J * J * (J + 1) / kT_J)) / 12
q_rot = np.sqrt(np.pi) / 12 * (kT_J / B_J)**1.5
assert abs(q_rot / q_rot_sum - 1) < 1e-3
q_lib = (2 * np.sinh(sc.h * f_lib / (2 * kT_J)))**-3
rot_factor = q_rot / q_lib

# --- Hopping barrier of a sinusoidal surface potential ---
barrier_J = 2 * mass * freqs[0]**2 * spacing**2
step = spacing * 1e-3
well = lambda x: barrier_J / 2 * (1 - np.cos(2 * np.pi * x / spacing))
curv = (well(step) - 2 * well(0.0) + well(-step)) / step**2
assert abs(np.sqrt(curv / mass) / (2 * np.pi * freqs[0]) - 1) < 1e-4

print(f"neighbours z = {z}; pair attraction w = {w*1e3:.1f} meV")
print(f"total neighbour attraction zw = {zw*1e3:.1f} meV")
print(f"well depth E0 = {E0:.2f} eV; site spacing = {spacing*1e9:.2f} nm")
print("translation frequencies (THz):", freqs / 1e12)
print(f"molecular mass = {mass/sc.atomic_mass:.2f} u; T = {T:.0f} K")
print(f"kT = {kT*1e3:.2f} meV; zw/kT = {zw/kT:.3f}")
print(f"mean-field kTc = {kTc*1e3:.2f} meV; Tc = {kTc/kB:.1f} K")
print(f"kTc from loop onset = {kTc_loop*1e3:.3f} meV")
print(f"kTc from equal-attraction sum, {M} sites = {kTc_sum*1e3:.3f} meV")
print(f"16-site grand potential per site at mu=-zw/2: exact "
      f"{omega_pair[0]*1e3:.2f}, mean field {omega_pair[1]*1e3:.2f} meV")
print(f"order parameter m at T = {m:.4f}")
print(f"coexisting coverages = {gas_cov:.4f} and {dense_cov:.4f}")
print(f"same from convex hull = {h_lo:.4f} and {h_hi:.4f}")
print(f"spinodal coverages = {spin_lo:.4f} and {spin_hi:.4f}")
print(f"full-layer density = {1e-18/spacing**2:.3f} molecules/nm2")
print(f"onset temperature at coverage {th_fixed:.2f} = {kT_fixed/kB:.1f} K")
print(f"thermal wavelength = {lam*1e12:.3f} pm; q_vib = {q_vib:.1f}")
print(f"K = {K*torr:.5f} per Torr; from level sums {K_sum*torr:.5f} per Torr")
print(f"coexistence pressure = {p_co/torr:.4f} Torr; K p there = {K*p_co:.5f}")
print(f"Langmuir coverage at that pressure = {langmuir:.4f}")
print(f"metastability limits: filling {p_up/torr:.4f} Torr, "
      f"emptying {p_down/torr:.4f} Torr")
print(f"exact planar kTc = {kTc_plane*1e3:.2f} meV; Tc = {kTc_plane/kB:.1f} K")
print(f"planar Tc from strips of width 6 and 8 = {kTc_strip/kB:.1f} K")
print(f"exact planar Tc / mean-field Tc = {kTc_plane/kTc:.4f}")
for ratio, mf, cov in comparison:
    print(f"p/p_coexistence {ratio:.2f}: coverage mean field {mf:.4f}, "
          f"strip of width 10 {cov:.4f}")
print(f"with r^-6 tail: total attraction {total_attraction*1e3:.1f} meV, "
      f"mean-field Tc {kTc_tail/kB:.1f} K")
print(f"site-energy spread {sigma*1e3:.0f} meV: mean-field Tc {kTc_dis/kB:.1f} K")
print(f"bond length {bond*1e9:.3f} nm; libration frequency {f_lib/1e12:.1f} THz")
print(f"q_rot free = {q_rot:.0f}; q_libration = {q_lib:.0f}")
print(f"pressure factor if rotation is hindered = {rot_factor:.1f}")
print(f"coexistence pressure then = {p_co*rot_factor/torr:.2f} Torr")
print(f"hopping barrier = {barrier_J/sc.e:.3f} eV = {barrier_J/kT_J:.2f} kT")
print(f"pressure factor for 0.05 eV error in E0 = {np.exp(0.05/kT):.2f}")
print("success")
```

Printed output:

```
neighbours z = 4; pair attraction w = 50.0 meV
total neighbour attraction zw = 200.0 meV
well depth E0 = 0.50 eV; site spacing = 0.65 nm
translation frequencies (THz): [0.3 0.3 1. ]
molecular mass = 189.67 u; T = 400 K
kT = 34.47 meV; zw/kT = 5.802
mean-field kTc = 50.00 meV; Tc = 580.2 K
kTc from loop onset = 50.000 meV
kTc from equal-attraction sum, 4000 sites = 50.012 meV
16-site grand potential per site at mu=-zw/2: exact -4.72, mean field -2.25 meV
order parameter m at T = 0.8386
coexisting coverages = 0.0807 and 0.9193
same from convex hull = 0.0808 and 0.9192
spinodal coverages = 0.2213 and 0.7787
full-layer density = 2.367 molecules/nm2
onset temperature at coverage 0.10 = 422.5 K
thermal wavelength = 6.338 pm; q_vib = 6428.5
K = 0.07880 per Torr; from level sums 0.07886 per Torr
coexistence pressure = 0.6975 Torr; K p there = 0.05496
Langmuir coverage at that pressure = 0.0521
metastability limits: filling 0.9987 Torr, emptying 0.4871 Torr
exact planar kTc = 28.36 meV; Tc = 329.2 K
planar Tc from strips of width 6 and 8 = 330.0 K
exact planar Tc / mean-field Tc = 0.5673
p/p_coexistence 0.50: coverage mean field 0.0320, strip of width 10 0.0424
p/p_coexistence 0.80: coverage mean field 0.0580, strip of width 10 0.1166
p/p_coexistence 1.25: coverage mean field 0.9420, strip of width 10 0.8834
p/p_coexistence 2.00: coverage mean field 0.9680, strip of width 10 0.9576
with r^-6 tail: total attraction 232.9 meV, mean-field Tc 675.8 K
site-energy spread 30 meV: mean-field Tc 527.8 K
bond length 0.217 nm; libration frequency 0.5 THz
q_rot free = 92908; q_libration = 4630
pressure factor if rotation is hindered = 20.1
coexistence pressure then = 14.00 Torr
hopping barrier = 0.149 eV = 4.34 kT
pressure factor for 0.05 eV error in E0 = 4.27
success
```
